# Why the field diverges where air fills an acute electrode–dielectric wedge

**Question.** A solid dielectric meets a flat metal electrode at an oblique angle, and air fills the space on the other side of its surface. Why does the electric field grow without limit at the contact line when the air wedge is acute, but not when it is obtuse? How much does this matter in an air gap 20 nm wide?

**Answer.**

**The mechanism**

Let the electrode be the plane $y=0$, at potential $\phi=0$, with the contact line at the origin. In polar coordinates, air (permittivity $\varepsilon_a$) fills $0<\theta<\alpha$. The dielectric (permittivity $\varepsilon_d=\kappa\varepsilon_a$, $\kappa>1$) fills $\alpha<\theta<\pi$, a wedge of angle $\beta=\pi-\alpha$. The edges are straight and sharp, and the interface carries no free charge.

Without the dielectric, the field near a flat electrode is uniform: $\phi=E_0y=E_0r\sin\theta$ with $E_0>0$, so the field points down towards the metal. Its component normal to the interface, counted from air to dielectric, is

$$E_\theta=-\frac1r\frac{\partial\phi}{\partial\theta}=-E_0\cos\alpha .$$

This cannot survive when the dielectric is present. The normal component of $\varepsilon\mathbf E$ must be continuous, which requires $E_\theta^{d}=E_\theta^{a}/\kappa$. The jump of the normal field means a bound charge on the interface. To leading order in weak contrast, its density is

$$\sigma_b=\varepsilon_0\left(E_\theta^{d}-E_\theta^{a}\right)\simeq\varepsilon_0\left(1-\frac1\kappa\right)E_0\cos\alpha .$$

For an acute air wedge this charge is positive. It overhangs the air, and it strengthens the downward field between itself and the metal. For an obtuse air wedge the sign is reversed. At $90^\circ$ the uniform field runs along the interface and no charge is needed.

The wedge has no length of its own, so the correction cannot fade at some small distance. It acts in the same proportion on every scale, and the result is a power of $r$. What remains is to find that power.

**The exponent and its sign**

Insert $\phi=r^\nu\Theta(\theta)$ into $\nabla\cdot(\varepsilon\nabla\phi)=0$. After division by $r^{\nu-2}$,

$$(\varepsilon\Theta')'+\nu^2\varepsilon\Theta=0,\qquad \Theta(0)=\Theta(\pi)=0,$$

with $\Theta$ and $\varepsilon\Theta'$ continuous at $\alpha$. The energy near the contact is proportional to $\int r^{2\nu-1}dr$, which is finite for $\nu>0$. The field varies as $r^{\nu-1}$, so it diverges if $\nu<1$.

The lowest mode minimizes $\nu^2=\int\varepsilon\Theta'^2d\theta/\int\varepsilon\Theta^2d\theta$. Replacing $\Theta$ by $|\Theta|$ leaves this quotient unchanged, so $|\Theta|$ is also a solution. It cannot touch zero inside the interval, because value and slope would then both vanish there and the solution would be zero everywhere. Hence the lowest $\Theta$ can be taken positive.

Now multiply the equation by $\sin\theta$, the angular part of the uniform field, and integrate from $0$ to $\pi$. Since $\varepsilon\Theta'$ is continuous and $\sin\theta$ vanishes at both ends,

$$-\int_0^\pi\varepsilon\Theta'\cos\theta\,d\theta+\nu^2\int_0^\pi\varepsilon\Theta\sin\theta\,d\theta=0 .$$

The first integral is done by parts in each material separately, because $\varepsilon$ jumps:

$$\varepsilon_a\int_0^\alpha\Theta'\cos\theta\,d\theta=\varepsilon_a\Theta(\alpha)\cos\alpha+\varepsilon_a\int_0^\alpha\Theta\sin\theta\,d\theta,$$

$$\varepsilon_d\int_\alpha^\pi\Theta'\cos\theta\,d\theta=-\varepsilon_d\Theta(\alpha)\cos\alpha+\varepsilon_d\int_\alpha^\pi\Theta\sin\theta\,d\theta .$$

Adding them and substituting gives

$$(\nu^2-1)\int_0^\pi\varepsilon\Theta\sin\theta\,d\theta=-(\varepsilon_d-\varepsilon_a)\,\Theta(\alpha)\cos\alpha .$$

The integral and $\Theta(\alpha)$ are positive. With $\varepsilon_d>\varepsilon_a$, therefore, $\nu<1$ for acute $\alpha$, $\nu=1$ at $90^\circ$, and $\nu>1$ for obtuse $\alpha$. The factor $(\varepsilon_d-\varepsilon_a)\cos\alpha$ is the mismatch of normal flux that a uniform field would leave at the interface.

**The value of the exponent**

The lowest mode, scaled to one at the interface, is

$$\Theta=\frac{\sin\nu\theta}{\sin\nu\alpha}\ \text{(air)},\qquad \Theta=\frac{\sin\nu(\pi-\theta)}{\sin\nu\beta}\ \text{(dielectric)}.$$

Continuity of $\varepsilon\Theta'$ requires $\varepsilon_a\cot\nu\alpha=-\varepsilon_d\cot\nu\beta$. Multiplying by $\sin\nu\alpha\,\sin\nu\beta/\varepsilon_a$,

$$\kappa\sin\nu\alpha\cos\nu\beta+\cos\nu\alpha\sin\nu\beta=0 .$$

The two products equal $\tfrac12[\sin\nu\pi\pm\sin\nu(\alpha-\beta)]$, with the plus sign for the first. Since $\beta-\alpha=\pi-2\alpha$, collecting terms gives

$$\sin\nu\pi=K\sin[\nu(\pi-2\alpha)],\qquad K=\frac{\kappa-1}{\kappa+1}.$$

For acute $\alpha$, put $\delta=\pi-2\alpha$ and read this as $K=\sin\nu\pi/\sin\nu\delta$. Then

$$\frac{d\ln K}{d\nu}=\frac{\pi\nu\cot\pi\nu-\delta\nu\cot\delta\nu}{\nu}<0,$$

because $x\cot x$ decreases on $(0,\pi)$: its derivative is $(\sin x\cos x-x)/\sin^2x$. As $\nu$ rises from 0 to 1, $K$ falls from $\pi/\delta>1$ to 0, so there is one root in this interval. The value $K=1$ is reached when $\nu\pi=\pi-\nu\delta$, that is, at $\nu=\pi/(2\beta)$. A finite contrast has $K<1$, hence

$$\frac{\pi}{2\beta}<\nu<1 .$$

Since $\beta<\pi$, the exponent stays above $1/2$.

Two cases are simple. For weak contrast, set $\nu=1-\eta$ with small $\eta$. The left side becomes $\pi\eta$ and the right side $K\sin2\alpha$, so $1-\nu\simeq K\sin(2\alpha)/\pi$, which is largest at $45^\circ$. At $\alpha=45^\circ$ and any contrast, $\sin\nu\pi=2\sin(\nu\pi/2)\cos(\nu\pi/2)$ gives

$$\nu=\frac2\pi\arccos\frac K2 .$$

For $\kappa=3$, so $K=0.5$, numerical roots are:

| Air angle | $\nu$ |
|---|---|
| 15° | 0.878 |
| 30° | 0.836 |
| 45° | 0.839 |
| 60° | 0.871 |
| 90° | 1.000 |
| 135° | 1.161 |

The minimum at this contrast is 0.833, at 36°.

**Is the singular term really present?**

An exponent below one matters only if its mode has a nonzero amplitude. Within a half disc of radius $R$ that contains no other boundary, the potential is a sum of angular modes, orthogonal with weight $\varepsilon$. Projection on the lowest one gives its amplitude $P$:

$$P R^\nu=\frac{\int_0^\pi\varepsilon\,\phi(R,\theta)\Theta\,d\theta}{\int_0^\pi\varepsilon\,\Theta^2d\theta}.$$

If $\phi>0$ on the arc, then $P>0$, and the divergence is unavoidable in this model.

Higher modes add no second divergence. Being orthogonal to a positive function, each has a node at some angle $c$ inside $(0,\pi)$. If $c\ge\alpha$, the interval $(c,\pi)$ holds dielectric alone, and vanishing at both ends requires $\nu\ge\pi/(\pi-c)>1$. If $c<\alpha$, the air interval $(0,c)$ gives $\nu\ge\pi/c>1$.

In air the leading potential is $A r^\nu\sin\nu\theta$, with $A=P/\sin\nu\alpha$. Its radial and angular derivatives have magnitudes $\nu Ar^{\nu-1}|\sin\nu\theta|$ and $\nu Ar^{\nu-1}|\cos\nu\theta|$, so

$$|\mathbf E|=\nu A\,r^{\nu-1}$$

at every angle of the air wedge. The same calculation in the dielectric has $P/\sin\nu\beta$ in place of $A$. The air field is thus larger by $\sin\nu\beta/\sin\nu\alpha$.

**The numbers for a 20 nm gap**

Take two parallel metal faces $g=20$ nm apart with $V=1$ V between them. A straight interface crosses the gap at 45°, with $\kappa=3$. Far from it, on either side, one material spans the gap and the field is $V/g=0.50$ MV/cm. The air angle is 45° at the lower contact and 135° at the upper one. The exponents are 0.839 and 1.161, so the field diverges at the first and vanishes at the second.

A finite-element solution of the whole cell, projected on the lowest mode, gives $P=0.935$ with lengths in units of $g$ and potentials in units of $V$. Hence $A=1.527$. At 1 nm the leading term is

$$|\mathbf E|=0.839\times1.527\times0.50\times\left(\frac{1}{20}\right)^{-0.161}\simeq1.04\ \text{MV/cm}.$$

The air field on the electrode, in MV/cm, is:

| Distance (nm) | Full cell | Leading term |
|---|---|---|
| 10 | 0.67 | 0.72 |
| 3 | 0.85 | 0.87 |
| 1 | 1.03 | 1.04 |
| 0.3 | 1.26 | 1.26 |

At 1 nm the field is about twice the mean field, and the field in air is 1.5 times that in the dielectric at the same small distance. The growth is slow. Setting the leading term equal to 10 MV/cm gives $r\simeq8\times10^{-7}$ nm, far below atomic size, where a continuum model has no meaning. In this example the divergence signals a moderate local enhancement. If the contact is blunted over about 1 nm, so that no acute air wedge remains at the metal, the sharp-contact field at 1 nm gives a rough estimate of the peak, whose precise value depends on the blunted shape.

**Long dc bias**

Under steady bias, current rather than displacement must be conserved, and conductivities replace permittivities in the equations. Free charge then collects on the interface. If air is a perfect insulator beside a weakly conducting dielectric, $K\to1$ and $\nu\to\pi/(2\beta)=2/3$ at 45°. For a rough resistivity $\rho=10^{15}$ Ω cm, the relaxation time of the dielectric, $\varepsilon_0\kappa\rho$, is a few minutes, and the interface charge settles over several such times. The same cell, solved with a conductivity ratio of $10^5$, has 2.0 MV/cm at 1 nm, about twice the value before relaxation. This assumes ohmic conduction and contacts that pass the current. It is also an average along the contact line: a field of 2 MV/cm corresponds to a free charge $\varepsilon_0E$ of only about 0.01 elementary charges per nm², so single charges lie some 10 nm apart and the local field at 1 nm varies from place to place.

**A liner on the metal**

Suppose a 2 nm film of the same dielectric covers the lower electrode. The air now ends in a 45° corner surrounded by dielectric. Consider the part of the potential that is odd about the bisector of this corner. It vanishes on the bisector line, so each half is the original problem with air angle $\alpha/2$. Its exponent is 0.850, still below one.

Compare the voltage between the two faces of the air wedge, 1 nm from the corner, divided by their separation. At fixed total voltage it is 0.99 MV/cm for bare metal and 1.13 MV/cm with the liner. Part of the rise comes from the layered gap: far from the interface, the air field increases by $1/(0.9+0.1/3)\simeq1.07$. The liner moves the sharp corner off the metal without removing the singularity.

**Real interconnects**

The chosen gap, voltage and permittivity are roughly those of closely spaced lines with a low-permittivity insulator. Real voids have curved walls, so the angle that counts is the one right at the contact. Rounding that removes the acute air wedge there cuts off the divergence. Charge relaxation can double the average field at 1 nm, as found above.

Breakdown of the air itself is not indicated at 1 V. An electron gains at most 1 eV, against a rough ionization energy of 12 eV, and the molecular mean free path at 378 K and 760 Torr is about 85 nm, longer than the gap. For tunnelling through air, a rough work function of 4.5 eV, less 1 eV of bias and 0.39 eV of image lowering at the 1 nm field, leaves a barrier of about 3 eV. Across 20 nm the semiclassical factor is then far below $10^{-100}$. This does not cover leakage through the dielectric.

The fields scale with voltage in this linear model. A 10 V stress would give about 10 MV/cm at 1 nm before charge relaxation, provided the dielectric stayed linear and intact at a mean field of 5 MV/cm. The tunnelling estimate for 1 V would then no longer apply, and the largest energy gain, 10 eV, would come close to the rough ionization energy.

**Where the rule changes**

If $\kappa<1$, the sign of $\varepsilon_d-\varepsilon_a$ reverses and so does the rule. If the metal is bent, the reference field is no longer uniform: for a total opening angle $\omega$ and no contrast, $\sin\nu\omega=0$ gives $\nu=\pi/\omega$. A projecting metal edge, with $\omega>\pi$, then has a divergent field even without a dielectric. The division at 90° belongs to a flat electrode.
